# Bounding the Static Polarizability with the Thomas-Reiche-Kuhn Sum Rule: verification in Python

```python
"""
Result under test (Gaussian units): for N electrons in a local potential,
in a nondegenerate ground state,
    alpha <= N e^2 / (m omega_1^2),
alpha   : static electronic dipole polarizability
omega_1 : lowest dipole-allowed excitation frequency
f_n     : oscillator strength 2 m omega_n |<n|Z|0>|^2 / hbar, Z = sum of z_i
Var Z   : ground-state variance of Z
Sharper chain: 4 m e^2 (Var Z)^2/(N hbar^2) <= alpha
               <= 2 e^2 Var Z/(hbar omega_1) <= N e^2/(m omega_1^2).
The program works in atomic units (hbar = m = e = 1): energies and
frequencies in hartree (Eh), lengths in bohr (a0), alpha in a0^3.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, cholesky
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre
from pyscf import gto, scf, ao2mo

BOHR_IN_ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10
HARTREE_IN_EV = constants.physical_constants["Hartree energy in eV"][0]


def summarize(omega, z_elements, n_electrons):
    """Spectral sums from excitation frequencies and dipole elements."""
    strength = 2 * omega * z_elements**2
    omega_1 = np.min(np.abs(omega[z_elements**2 > 1e-8]))
    variance = np.sum(z_elements**2)
    return dict(f=strength, total=strength.sum(), omega_1=omega_1,
                alpha=np.sum(strength / omega**2), var=variance,
                lower=4 * variance**2 / n_electrons,
                middle=2 * variance / omega_1,
                bound=n_electrons / omega_1**2,
                lowest=np.min(omega))


# ---------- Hydrogen atom: sum over p states in a Laguerre basis ----------
r, weight = roots_laguerre(60)
basis, slope = [], []
for k in range(25):
    norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + 5)))
    lag = eval_genlaguerre(k, 4, r)
    dlag = -eval_genlaguerre(k - 1, 5, r) if k > 0 else np.zeros_like(r)
    basis.append(norm * r**2 * lag)
    slope.append(norm * ((2 * r - r**2 / 2) * lag + r**2 * dlag))
basis, slope = np.array(basis), np.array(slope)
overlap = (basis * weight) @ basis.T
assert np.allclose(overlap, np.eye(25), atol=1e-9)
h_p = 0.5 * (slope * weight) @ slope.T \
    + (basis * weight * (1 / r**2 - 1 / r)) @ basis.T
energy_p, vectors_p = eigh(h_p)
z_on_ground = (basis * weight) @ (2 * r**2 * np.exp(-r / 2)) / np.sqrt(3)
hyd = summarize(energy_p + 0.5, vectors_p.T @ z_on_ground, 1)

# Independent road: closed solution of the first-order Stark equation.
x = sp.symbols("x", positive=True)
source = 2 * x**2 * sp.exp(-x)
response = source * (1 + x / 2)
residual = (-sp.diff(response, x, 2) / 2 + response / x**2
            - response / x + response / 2 - source)
assert sp.simplify(residual) == 0
alpha_h_exact = sp.Rational(2, 3) * sp.integrate(
    sp.expand(source * response), (x, 0, sp.oo))
assert abs(hyd["alpha"] - float(alpha_h_exact)) < 1e-7
assert abs(hyd["total"] - 1) < 1e-7
assert hyd["lower"] < hyd["alpha"] < hyd["middle"] < hyd["bound"]

# ---------- One-dimensional models on an oscillator-based grid ----------
size = 36
k = np.arange(size)
position = np.diag(np.sqrt(k[1:] / 2), 1)
position = position + position.T
hop = -0.5 * np.sqrt((k[:-2] + 1) * (k[:-2] + 2))
p_squared = np.diag(k + 0.5) + np.diag(hop, 2) + np.diag(hop, -2)
grid, to_grid = eigh(position)
kinetic = 0.5 * to_grid.T @ p_squared @ to_grid
unit = np.eye(size)
x1, x2 = np.repeat(grid, size), np.tile(grid, size)
z_pair = x1 + x2


def soft_well(q):
    return np.sqrt(1 + q**2)


def harmonic_well(q):
    return 0.5 * q**2


def pair_hamiltonian(well):
    repulsion = 1 / np.sqrt(1 + (x1 - x2)**2)
    return (np.kron(kinetic, unit) + np.kron(unit, kinetic)
            + np.diag(well(x1) + well(x2) + repulsion))


def spectrum(hamiltonian, z_diag, n_electrons, level=0):
    energy, vectors = eigh(hamiltonian)
    z_el = vectors.T @ (z_diag * vectors[:, level])
    return summarize(np.delete(energy - energy[level], level),
                     np.delete(z_el, level), n_electrons)


def field_alpha(hamiltonian, z_diag, level=0, field=0.002):
    """Minus the second derivative of the energy with respect to field."""
    e = [eigh(hamiltonian + np.diag(s * field * z_diag), eigvals_only=True,
              subset_by_index=[level, level])[0] for s in (-1, 0, 1)]
    return -(e[0] - 2 * e[1] + e[2]) / field**2


h_soft = pair_hamiltonian(soft_well)
pair = spectrum(h_soft, z_pair, 2)
pair_field = field_alpha(h_soft, z_pair)
assert abs(pair["total"] - 2) < 1e-4
assert abs(pair["alpha"] / pair_field - 1) < 1e-3
assert np.all(pair["f"] > -1e-12)
assert pair["lower"] < pair_field < pair["middle"] < pair["bound"]
assert pair["lowest"] < pair["omega_1"] - 1e-3   # a dark state lies below

# Equality: interacting electrons in a harmonic well of frequency 1.
trap = spectrum(pair_hamiltonian(harmonic_well), z_pair, 2)
assert abs(trap["omega_1"] - 1) < 1e-4
assert abs(trap["alpha"] - 2) < 1e-3
assert abs(trap["alpha"] / trap["bound"] - 1) < 1e-3

# Failure for an excited initial state of one electron in the soft well.
h_one = kinetic + np.diag(soft_well(grid))
excited = spectrum(h_one, grid, 1, level=1)
excited_field = field_alpha(h_one, grid, level=1)
assert abs(excited["total"] - 1) < 1e-3
assert excited["f"].min() < 0
assert abs(excited["alpha"] / excited_field - 1) < 1e-3
assert excited_field > excited["bound"]

# Failure for an added velocity-dependent term p^2/2 (kinetic part doubled).
moving = spectrum(2 * kinetic + np.diag(soft_well(grid)), grid, 1)
assert abs(moving["total"] - 2) < 1e-3
assert moving["alpha"] > moving["bound"]

# ---------- Methane: Hartree-Fock linear response (RPA) ----------
bond = 2.06
c = bond / np.sqrt(3)
mol = gto.M(atom=[["C", (0, 0, 0)], ["H", (c, c, c)], ["H", (c, -c, -c)],
                  ["H", (-c, c, -c)], ["H", (-c, -c, c)]],
            unit="Bohr", basis="aug-cc-pvdz", verbose=0)
core_h = scf.hf.get_hcore(mol)
dip_ao = mol.intor("int1e_r")


def run_scf(field, guess=None):
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
    mf.get_hcore = lambda *args: core_h + field * dip_ao[2]
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


mf = run_scf(0.0)
n_el = mol.nelectron
n_occ = n_el // 2
occ, vir = mf.mo_coeff[:, :n_occ], mf.mo_coeff[:, n_occ:]
n_vir = vir.shape[1]
eri = mol.intor("int2e", aosym="s4")
ovov = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
ovov = ovov.reshape(n_occ, n_vir, n_occ, n_vir)
oovv = ao2mo.general(eri, (occ, occ, vir, vir), compact=False)
oovv = oovv.reshape(n_occ, n_occ, n_vir, n_vir)
dim = n_occ * n_vir
gaps = (mf.mo_energy[None, n_occ:] - mf.mo_energy[:n_occ, None]).ravel()
direct = 2 * ovov.reshape(dim, dim)
a_mat = np.diag(gaps) + direct - oovv.transpose(0, 2, 1, 3).reshape(dim, dim)
b_mat = direct - ovov.transpose(0, 3, 2, 1).reshape(dim, dim)
low = cholesky(a_mat - b_mat, lower=True)
omega_sq, modes = eigh(low.T @ (a_mat + b_mat) @ low)
assert omega_sq[0] > 0
omega = np.sqrt(omega_sq)
dip_ov = np.array([(occ.T @ d @ vir).ravel() for d in dip_ao])
trans = np.sqrt(2) * dip_ov @ low @ modes / np.sqrt(omega)
f_iso = 2 / 3 * omega * np.sum(trans**2, axis=0)
alpha_terms = f_iso / omega**2
alpha_rpa = alpha_terms.sum()
omega_1 = omega[f_iso > 1e-5][0]
first = np.abs(omega - omega_1) < 1e-5
core = omega > 10
bound = n_el / omega_1**2

step = 0.002
z_mean = []
for sign in (1, -1):
    shifted = run_scf(sign * step, mf.make_rdm1())
    z_mean.append(np.sum(shifted.make_rdm1() * dip_ao[2]))
alpha_field = -(z_mean[0] - z_mean[1]) / (2 * step)
assert abs(alpha_rpa / alpha_field - 1) < 2e-3
assert alpha_field < bound
assert alpha_terms[core].sum() < 0.01 * alpha_rpa

# ---------- Printed numbers ----------
print("HYDROGEN ATOM")
print(f"omega_1 = {hyd['omega_1']:.6f} Eh")
print(f"sum of f = {hyd['total']:.6f}")
print(f"f of first transition = {hyd['f'][0]:.4f}")
print(f"first-transition part of alpha = "
      f"{hyd['f'][0] / hyd['omega_1']**2:.4f} a0^3")
print(f"Var Z = {hyd['var']:.4f} a0^2")
print(f"lower bound = {hyd['lower']:.4f} a0^3")
print(f"alpha, sum over states = {hyd['alpha']:.4f} a0^3")
print(f"alpha, closed solution = {float(alpha_h_exact):.4f} a0^3")
print(f"variance upper bound = {hyd['middle']:.4f} a0^3")
print(f"sum-rule upper bound = {hyd['bound']:.4f} a0^3")
print("TWO INTERACTING ELECTRONS, 1D SOFT WELL (atomic units)")
print(f"lowest excitation (dark) = {pair['lowest']:.4f}")
print(f"omega_1 = {pair['omega_1']:.4f}")
print(f"sum of f = {pair['total']:.6f}")
print(f"lower bound = {pair['lower']:.4f}")
print(f"alpha, sum over states = {pair['alpha']:.4f}")
print(f"alpha, finite field = {pair_field:.4f}")
print(f"variance upper bound = {pair['middle']:.4f}")
print(f"sum-rule upper bound = {pair['bound']:.4f}")
print("TWO INTERACTING ELECTRONS, HARMONIC WELL (atomic units)")
print(f"alpha = {trap['alpha']:.5f}, bound = {trap['bound']:.5f}")
print("COUNTEREXAMPLES, ONE ELECTRON (atomic units)")
print(f"excited state: sum of f = {excited['total']:.4f}")
print(f"excited state: most negative f = {excited['f'].min():.4f}")
print(f"excited state: alpha = {excited['alpha']:.4f}")
print(f"excited state: N/omega_min^2 = {excited['bound']:.4f}")
print(f"doubled kinetic term: sum of f = {moving['total']:.4f}")
print(f"doubled kinetic term: alpha = {moving['alpha']:.4f}")
print(f"doubled kinetic term: N/omega_1^2 = {moving['bound']:.4f}")
print("METHANE, RHF/RPA, aug-cc-pVDZ")
print(f"C-H distance = {bond:.2f} a0, electrons N = {n_el}")
print(f"omega_1 = {omega_1:.4f} Eh = {omega_1 * HARTREE_IN_EV:.2f} eV")
print(f"degeneracy of first allowed level = {first.sum()}")
print(f"sum of f in this basis = {f_iso.sum():.3f}")
print(f"f of first allowed level = {f_iso[first].sum():.4f}")
print(f"its part of alpha = {alpha_terms[first].sum():.3f} a0^3")
print(f"f above 10 Eh (core) = {f_iso[core].sum():.3f}")
print(f"core part of alpha = {alpha_terms[core].sum():.4f} a0^3")
print(f"alpha, RPA sum = {alpha_rpa:.3f} a0^3")
print(f"alpha, finite field = {alpha_field:.3f} a0^3")
print(f"alpha, RPA sum = {alpha_rpa * BOHR_IN_ANGSTROM**3:.3f} angstrom^3")
print(f"upper bound = {bound:.2f} a0^3")
print(f"upper bound = {bound * BOHR_IN_ANGSTROM**3:.2f} angstrom^3")
print(f"bound / alpha = {bound / alpha_rpa:.2f}")
print(f"sqrt(N/alpha) = {np.sqrt(n_el / alpha_rpa):.4f} Eh")
print("success")
```

Output:

```
HYDROGEN ATOM
omega_1 = 0.375000 Eh
sum of f = 1.000000
f of first transition = 0.4162
first-transition part of alpha = 2.9596 a0^3
Var Z = 1.0000 a0^2
lower bound = 4.0000 a0^3
alpha, sum over states = 4.5000 a0^3
alpha, closed solution = 4.5000 a0^3
variance upper bound = 5.3333 a0^3
sum-rule upper bound = 7.1111 a0^3
TWO INTERACTING ELECTRONS, 1D SOFT WELL (atomic units)
lowest excitation (dark) = 0.5581
omega_1 = 0.7686
sum of f = 2.000000
lower bound = 3.3573
alpha, sum over states = 3.3656
alpha, finite field = 3.3656
variance upper bound = 3.3715
sum-rule upper bound = 3.3857
TWO INTERACTING ELECTRONS, HARMONIC WELL (atomic units)
alpha = 2.00000, bound = 2.00000
COUNTEREXAMPLES, ONE ELECTRON (atomic units)
excited state: sum of f = 1.0000
excited state: most negative f = -0.9966
excited state: alpha = 2.8242
excited state: N/omega_min^2 = 2.2087
doubled kinetic term: sum of f = 2.0000
doubled kinetic term: alpha = 1.7666
doubled kinetic term: N/omega_1^2 = 0.8869
METHANE, RHF/RPA, aug-cc-pVDZ
C-H distance = 2.06 a0, electrons N = 10
omega_1 = 0.4048 Eh = 11.01 eV
degeneracy of first allowed level = 3
sum of f in this basis = 8.632
f of first allowed level = 0.4694
its part of alpha = 2.865 a0^3
f above 10 Eh (core) = 0.700
core part of alpha = 0.0050 a0^3
alpha, RPA sum = 16.022 a0^3
alpha, finite field = 16.023 a0^3
alpha, RPA sum = 2.374 angstrom^3
upper bound = 61.03 a0^3
upper bound = 9.04 angstrom^3
bound / alpha = 3.81
sqrt(N/alpha) = 0.7900 Eh
success
```
